# Mirror-locked spins in monolayer 2H dichalcogenides and their Rashba tilt

In a 22-band model of a monolayer 2H dichalcogenide, 3160 nondegenerate Bloch states at 144 wave vectors have in-plane spin expectation values no larger than \(4\times10^{-12}\), which is rounding error. Yet these spins are not all fully polarized along the normal: the smallest \(|\langle s_z\rangle|\) among them is 0.0145. Something fixes the axis of the spin without fixing its length. It is the reflection \(z\to-z\) through the metal plane, and once it is broken, the tilt near a valley centre is set mainly by the symmetry-breaking coupling compared with the spin splitting, as long as the two spin-split states mix chiefly with each other.

Here \(s_x,s_y,s_z\) are Pauli matrices, so a pure spin has length 1. The electrons are independent, or move in a mean field with the symmetry of the crystal. There is no magnetism.

## The model

The metal atoms form a triangular lattice with constant \(a=3.2\) Å in the plane \(z=0\). Each has six chalcogen neighbours, at in-plane displacements \(\boldsymbol\delta_j\) of length \(a/\sqrt3\) and angles 90°, 210° and 330°, and at heights \(\pm1.6\) Å. The upper chalcogens lie directly above the lower ones. This is the trigonal-prismatic layer, with round parameters that represent no particular material.

The orbitals are five metal d functions and three p functions on each of two chalcogens. A p orbital is described by a unit vector \(\mathbf e\), and a d orbital by a symmetric traceless matrix \(Q\) with \(\mathrm{Tr}\,Q^2=1\), its angular shape being \(\mathbf r\cdot Q\mathbf r\).

For a bond along the unit vector \(\mathbf n\), the d orbital aligned with the bond has the matrix \(\sqrt{3/2}\,(\mathbf n\mathbf n-1/3)\). Its overlap with \(Q\) is \(\sqrt{3/2}\,\mathbf n\cdot Q\mathbf n\). For a unit vector \(\mathbf t\perp\mathbf n\), the π-type orbital \((\mathbf n\mathbf t+\mathbf t\mathbf n)/\sqrt2\) has overlap \(\sqrt2\,\mathbf t\cdot Q\mathbf n\). Summing over the two directions \(\mathbf t\) gives the hopping
\[
t_{pd}=V_\sigma\sqrt{\tfrac32}\,(\mathbf e\cdot\mathbf n)(\mathbf n\cdot Q\mathbf n)
+V_\pi\sqrt2\,\big[\mathbf e\cdot Q\mathbf n-(\mathbf e\cdot\mathbf n)(\mathbf n\cdot Q\mathbf n)\big],
\]
with \(V_\sigma=3\) eV and \(V_\pi=-1\) eV. If Bloch phases are taken at the atomic positions, the p–d block is \(\sum_j e^{-i\mathbf k\cdot\boldsymbol\delta_j}t_{pd}^{(j)}\) for each chalcogen layer separately, with \(j\) running over the three neighbours in that layer.

The site energies are \(-1\) eV for \(d_{z^2}\), 0 for the other d orbitals and \(-3\) eV for p. Hopping within the metal layer and between chalcogens is left out. Spin–orbit coupling is atomic, \(\lambda\,\mathbf L\cdot\mathbf s/2\), with \(\lambda_d=0.10\) eV and \(\lambda_p=0.05\) eV. On vectors \((L_a)_{bc}=-i\epsilon_{abc}\), and on d matrices \(L_a\) acts as the commutator \(L_aQ-QL_a\), because a rotation turns both indices of \(Q\).

## Why the in-plane spin vanishes

A reflection in a horizontal plane is an inversion followed by a rotation through π about \(z\). Inversion does not act on spin, which is an axial vector. The rotation acts on spin as \(e^{-i\pi s_z/2}=-is_z\). The full mirror operator is therefore
\[
M=D\otimes(-is_z),\qquad D^2=1,
\]
where \(D\) reflects the orbitals and exchanges the two chalcogen layers. Since \(D\) commutes with spin and \(s_z\) anticommutes with \(s_x\),
\[
M^\dagger s_xM=(is_z)s_x(-is_z)=s_zs_xs_z=-s_x .
\]
In the same way \(M^\dagger s_yM=-s_y\), while \(M^\dagger s_zM=s_z\).

The reflection leaves every in-plane position, and so every in-plane \(\mathbf k\), unchanged. Hence \([H(\mathbf k),M]=0\) at each \(\mathbf k\), not just at special points. If \(|\psi\rangle\) is nondegenerate, \(M|\psi\rangle\) has the same energy and must be the same state up to a phase. The phase cancels in expectation values:
\[
\langle\psi|s_x|\psi\rangle=\langle M\psi|s_x|M\psi\rangle=\langle\psi|M^\dagger s_xM|\psi\rangle=-\langle\psi|s_x|\psi\rangle=0,
\]
and likewise for \(s_y\). Only \(\langle s_z\rangle\) can survive. Spin–orbit coupling is needed to split the bands, but the axis comes from the mirror.

## What the mirror leaves free

Because \(M^2=D^2(-is_z)^2=-1\), the eigenvalues of \(M\) can be written \(-i\mu\) with \(\mu=\pm1\). Then \(Ds_z|\psi\rangle=\mu|\psi\rangle\), and multiplication by \(D\) gives \(s_z|\psi\rangle=\mu D|\psi\rangle\). Let \(w_{\rm odd}\) be the weight of the state on orbitals with \(D=-1\). Then \(\langle D\rangle=(1-w_{\rm odd})-w_{\rm odd}\), so
\[
\langle s_z\rangle=\mu\,(1-2w_{\rm odd}).
\]

A state with \(\mu=+1\) contains mirror-even orbitals with spin up and mirror-odd orbitals with spin down. On the metal, \(d_{z^2}\), \(d_{x^2-y^2}\) and \(d_{xy}\) are even, while \(d_{xz}\) and \(d_{yz}\) are odd. The part \(L_zs_z\) of the spin–orbit coupling preserves both parity and spin. The remaining part, which raises one angular momentum and lowers the other, reverses both. It thus shortens the spin without turning it.

The smallest value found, 0.0145, means that \(w_{\rm odd}\) differs from one half by \(0.0145/2\approx0.007\). A likely cause is an avoided crossing between an even band and an odd band of opposite spin, though the state was not traced. At equal weights the spin expectation is zero, so the precise statement is that the spin of a nondegenerate state points along the normal or vanishes.

The mirror also permits local in-plane spin. Let \(P_{\rm t}\) and \(P_{\rm b}\) project onto the top and bottom chalcogens. The mirror exchanges them, so \(M^\dagger P_{\rm t}s_xM=-P_{\rm b}s_x\), and the two layers carry opposite in-plane spins. For a valence state 0.2 Å\(^{-1}\) from K, the top layer has \((s_x,s_y)=(2.09,-4.54)\times10^{-4}\) and the bottom layer has the negative of this. The theorem concerns the spin summed over the cell.

## Why degeneracy matters

The lattice also has a vertical mirror \(x\to-x\), whose plane contains the line Γ–M. It acts as \(M_v=D_v\otimes(-is_x)\). The two orbital reflections commute, but \(s_z\) and \(s_x\) anticommute, so \(MM_v=-M_vM\). For a state on Γ–M with mirror label \(\mu\),
\[
M(M_v|\psi\rangle)=-M_vM|\psi\rangle=+i\mu\,M_v|\psi\rangle .
\]
Thus \(M_v|\psi\rangle\) has the opposite label and is a different state. It has the same energy and wave vector, so every band on this line is at least doubly degenerate.

A superposition of the two partners is not an eigenstate of \(M\), and the argument above no longer applies to it. At the point tested on Γ–M, the valence pair contains a superposition with \(\langle s_x\rangle=0.998\). When the wave vector is rotated by 15° about Γ, the pair splits by 29.6 meV and the normal axis is restored.

## Breaking the mirror

Let a perturbation \(V\) be odd under the mirror, \(M^\dagger VM=-V\). A potential difference between the chalcogen layers is of this kind. Between mirror eigenstates \(m\) and \(n\),
\[
\langle m|V|n\rangle=-\langle m|M^\dagger VM|n\rangle=-\mu_m\mu_n\langle m|V|n\rangle ,
\]
because \((-i\mu_m)^*(-i\mu_n)=\mu_m\mu_n\). The element can be nonzero only if \(\mu_m=-\mu_n\). To first order the state becomes \(|n\rangle+\sum_{m\ne n}|m\rangle\langle m|V|n\rangle/(E_n-E_m)\), and its in-plane spin is
\[
\langle s_j\rangle_n=2\,\mathrm{Re}\sum_{m\neq n}\frac{\langle n|s_j|m\rangle\langle m|V|n\rangle}{E_n-E_m},\qquad j=x,y .
\]
There is no zeroth-order term, by the theorem. Near K the most important term is that of the spin-split partner: it is close in energy, and its spin matrix element with \(n\) is close to 1 in magnitude.

For a layer potential of 0.02 eV, this sum was tested against diagonalization at 0.02 Å\(^{-1}\) from K. The two agree within 0.5% of the in-plane spin, for the upper states of the valence and conduction pairs.

Reversing \(V\) reverses the tilt at any strength. Since \(M^\dagger(H+V)M=H-V\), the two Hamiltonians have mirror-related eigenstates, with opposite in-plane spins and equal \(\langle s_z\rangle\).

## The form of the Rashba term near K

A threefold rotation about \(z\) takes \(\mathbf K=(4\pi/3a,0)\) to an equivalent point. A nondegenerate state at K must therefore have a spin vector unchanged by a 120° rotation. An in-plane vector with this property is zero, so the spin at K stays along the normal even without the horizontal mirror, provided the perturbation keeps the threefold axis. The tilt must grow with \(\mathbf q=\mathbf k-\mathbf K\), not with the distance from Γ.

Consider a pair of bands built from one orbital state with spin up and spin down. Its in-plane spin coupling is, to leading order, linear in \(\mathbf q\). Threefold symmetry allows two combinations, \(q_xs_x+q_ys_y\) and \(q_xs_y-q_ys_x\).

A further symmetry decides between them, provided the perturbation keeps the vertical mirror and time reversal. The vertical mirror takes K to \(-\)K, and time reversal brings it back. For the mirror, \((q_x,q_y)\to(-q_x,q_y)\) and \((s_x,s_y,s_z)\to(s_x,-s_y,-s_z)\). Time reversal then changes the sign of all these components. Together,
\[
(q_x,q_y)\to(q_x,-q_y),\qquad (s_x,s_y,s_z)\to(-s_x,s_y,s_z).
\]
The first combination changes sign and is forbidden. The second is unchanged. With \(\Delta=E_\uparrow-E_\downarrow\) the splitting before the mirror is broken, the pair has the Hamiltonian
\[
H_{\rm pair}=\varepsilon(\mathbf q)+\frac{\Delta(\mathbf q)}2s_z+\alpha(q_xs_y-q_ys_x).
\]
In the other valley \(\Delta\) has the opposite sign, because time reversal exchanges the spins. The coefficient \(\alpha\) is the same, because \(\mathbf q\) and \(\mathbf s\) both change sign.

## The tilt angle

The pair Hamiltonian is \(\varepsilon+\mathbf B\cdot\mathbf s\), with
\[
\mathbf B=\left(-\alpha q_y,\ \alpha q_x,\ \tfrac{\Delta}{2}\right).
\]
Since \((\mathbf B\cdot\mathbf s)^2=|\mathbf B|^2\), the energies are \(\varepsilon\pm|\mathbf B|\). In the upper state \(\mathbf B\cdot\langle\mathbf s\rangle=|\mathbf B|\). A spin component along any axis has eigenvalues \(\pm1\), so \(\langle\mathbf s\rangle\) cannot be longer than 1. Equality then requires \(\langle\mathbf s\rangle=\mathbf B/|\mathbf B|\). The lower state has the opposite spin.

The tangent of the angle \(\theta\) from the nearer normal direction is the ratio of the in-plane part of \(\mathbf B\) to its normal part. For \(\alpha>0\),
\[
\tan\theta=\frac{\sqrt{\alpha^2q_y^2+\alpha^2q_x^2}}{|\Delta|/2}=\frac{2\alpha|\mathbf q|}{|\Delta(\mathbf q)|}.
\]
The in-plane spin is perpendicular to \(\mathbf q\). The splitting grows to \(2|\mathbf B|=\sqrt{\Delta^2+4\alpha^2q^2}\).

For weak Rashba coupling \(\theta\approx2\alpha|\mathbf q|/|\Delta|\), while \(|\langle s_z\rangle|=\cos\theta\approx1-\theta^2/2\). The in-plane spin appears at first order, but the loss of normal spin only at second order. At \(2\alpha|\mathbf q|=|\Delta|\) the tilt is 45°.

The opposite limit, \(\Delta\to0\), occurs on Γ–M. There the valley expansion does not apply, but the mirror labels still do. In a twofold degenerate pair \(|+\rangle,|-\rangle\), a mirror-odd \(V\) has no diagonal elements. If its off-diagonal element is nonzero, weak \(V\) selects the states \((|+\rangle\pm e^{i\phi}|-\rangle)/\sqrt2\). Since \(s_z\) commutes with \(M\), it has no cross term between the partners, and
\[
\langle s_z\rangle=\tfrac12\big(\langle+|s_z|+\rangle+\langle-|s_z|-\rangle\big)=0 .
\]
The last step holds because \(M_v\) exchanges the partners and reverses \(s_z\). An arbitrarily weak coupling thus removes the normal spin completely, since there is no splitting to resist it.

## Reading the numbers

At K the 14th and 15th bands are separated by 0.726 eV. This is the separation at K only. In this simplified model the 14th band rises about 0.4 eV higher, and the 15th falls about 0.26 eV lower, elsewhere in the zone. The overall gap is therefore only about 0.07 eV, and K does not hold the band edges as it does in real monolayers such as MoS\(_2\). The pair below this gap, called valence here, is split by 201.2 meV, and the pair above it, called conduction, by 15.9 meV. All four states have \(|\langle s_z\rangle|\) above 0.998, so the two-state description has a good starting point.

The valence splitting is close to \(2\lambda_d=200\) meV. This is what a metal orbital with \(L_z=-2\) would give: \(\lambda_dL_zs_z/2\) equals \(-\lambda_d\) for spin up and \(+\lambda_d\) for spin down. The upper valence state indeed has spin down. Its \(\langle s_z\rangle=-1.00000\) fits the same picture, because neither angular momentum can be lowered further and the spin-reversing terms vanish. The orbital weights were not printed, so this assignment is an inference. A conduction state dominated by \(d_{z^2}\), with \(L_z=0\), would get almost no splitting from the metal; the small splitting seen would then come mainly from its chalcogen p part.

Now add \(\alpha(q_xs_y-q_ys_x)\), with \(\alpha=30\) meV Å, equally to all orbitals of the 22-band Hamiltonian. At \(|\mathbf q|=0.04\) Å\(^{-1}\),
\[
2\alpha|\mathbf q|=2\times30\times0.04=2.4\ \text{meV}.
\]
The valence splitting is 199.2 meV and the conduction splitting is 14.59 meV, which gives
\[
\theta_v=\arctan\frac{2.4}{199.2}=0.69^\circ,\qquad
\theta_c=\arctan\frac{2.4}{14.59}=9.34^\circ .
\]
Diagonalization of all 22 bands gives 0.69° and 9.34° as well. The same Rashba term acts on both pairs; the conduction spin tilts more because its splitting is about 14 times smaller. Even so, \(\cos9.34^\circ=0.987\), so the normal spin falls by little more than 1%.

The conduction tilt grows slightly faster than \(|\mathbf q|\). From 0.01 to 0.04 Å\(^{-1}\) it rises from 2.17° to 9.34°, a factor of 4.3. The reason is in the formula: over this range \(\Delta\) falls from 15.84 to 14.59 meV. The splitting must be taken at the wave vector of interest, not at K.

The direction of the upper spin was tested as well, in both valleys and at three values of \(|\mathbf q|\) along one direction. The largest deviation from \(\mathbf B/|\mathbf B|\) is \(1.2\times10^{-3}\) of the predicted in-plane component. Some deviation is expected, since the pair states contain a little of the opposite spin.

## Where the coefficient comes from

The value of 30 meV Å was chosen, not derived. A layer potential shows how such a coefficient arises. With 0.2 eV between the chalcogen layers, the coupling \(W\) between the two pair states at \(|\mathbf q|=0.02\) Å\(^{-1}\) gives \(W/|\mathbf q|=0.148\) meV Å for valence and 0.563 meV Å for conduction. In the pair Hamiltonian the off-diagonal element is \(\alpha(-iq_x-q_y)\), of magnitude \(\alpha|\mathbf q|\), so these ratios play the part of \(\alpha\) for this length and direction of \(\mathbf q\). The direction used is 0.4 rad from the \(x\) axis. The ratios still contain higher powers of \(\mathbf q\), which are appreciable for valence: at this \(|\mathbf q|\) the valence ratio is 0.112 meV Å along \(x\) and 0.205 meV Å at 60° from it. Only the limit \(|\mathbf q|\to0\) gives \(|\alpha|\) itself, 0.159 meV Å for valence and 0.567 meV Å for conduction.

For conduction, with \(\Delta=15.59\) meV,
\[
\theta=\arctan\frac{2\times0.563\times0.02}{15.59}=0.083^\circ .
\]
All 22 bands together give 0.084°. The difference, about 1% of the tilt, contains the contributions of remote bands and of higher orders in the potential, which were not separated. The valence tilt is 0.0017° in both calculations for this direction; it is 0.0013° along \(x\) and 0.0023° at 60° from it.

These coefficients are far below 30 meV Å. They belong to this model and this one mechanism. A perpendicular field also mixes orbitals of opposite parity on each atom, which the layer potential leaves out, so they should not be read as estimates for a real gated layer.

The layer potential also confirms the geometry. At K the upper states of both pairs keep their spins along the normal. At 0.001 Å\(^{-1}\) from K, the component of the in-plane spin along \(\mathbf q\) is 1.4% of the whole for valence and 0.08% for conduction. Higher powers of \(\mathbf q\) permit such a remainder.

Elsewhere in the zone the same potential can do much more: the largest in-plane spin found is 1.000. That state lies near the chalcogen site energy. It is a nearly equal mixture of four unperturbed levels, two doublets split by 2.6 and 1.3 meV and about 0.08 eV apart. There the potential is not weak compared with the level spacings, and the two-state picture does not apply.

What decides the matter is the behaviour of a perturbation under \(M\). A magnetization along \(z\) couples to \(s_z\), which is even, and leaves the normal axis intact. An in-plane magnetization couples to \(s_x\) or \(s_y\), which are odd, and can tilt the spins even at K, because it also breaks the threefold symmetry. A perpendicular electric field, or a substrate on one side, breaks the horizontal mirror but can keep the threefold axis. Then the valley centre is protected. Close to it, if the spin-split partner dominates the mixing, the tilt is given approximately by the ratio of \(2\alpha|\mathbf q|\) to the splitting. Remote bands can add a correction that is also linear in \(\mathbf q\). The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
lattice constant 3.2 A, X height 1.6 A
on-site energies dz2, other d, p: -1.0, 0.0, -3.0 eV
p-d hopping sigma, pi: 3.0, -1.0 eV
spin-orbit constants d, p: 0.1, 0.05 eV
k points 144, isolated states tested 3160
largest |[H,M]| element 8.9e-16 eV
largest in-plane spin, mirror intact 4.0e-12
largest in-plane spin, layer potential 0.2 eV 1.000
smallest |<s_z>| found, mirror intact 0.0145
valence state 0.2 1/A from K: top-X spin x,y 2.09e-04, -4.54e-04
   bottom-X spin x,y -2.09e-04, 4.54e-04
largest pair splitting on Gamma-M 8.9e-15 eV
valence splitting 15 deg off that line 29.58 meV
largest <s_x> inside degenerate valence pair 0.9977
gap at K 0.7256 eV
valence at K: splitting 201.18 meV, <s_z> lower 0.99880, upper -1.00000
conduction at K: splitting 15.93 meV, <s_z> lower -0.99836, upper 0.99888
layer potential 0.2 eV, |q| = 0.02 1/A:
  valence: pair coupling/|q| 0.148 meV A
    tilt from pair alone 0.0017 deg, all bands 0.0017 deg
    radial fraction of in-plane spin at 0.001 1/A 1.4e-02
  conduction: pair coupling/|q| 0.563 meV A
    tilt from pair alone 0.0827 deg, all bands 0.0836 deg
    radial fraction of in-plane spin at 0.001 1/A 7.9e-04
added Rashba coefficient 30 meV A; upper state, valley K:
  valence |q|=0.01 1/A: Delta -201.058 meV, tilt formula 0.1710 deg, 22 bands 0.1709 deg
  valence |q|=0.02 1/A: Delta -200.684 meV, tilt formula 0.3426 deg, 22 bands 0.3423 deg
  valence |q|=0.04 1/A: Delta -199.208 meV, tilt formula 0.6902 deg, 22 bands 0.6895 deg
  conduction |q|=0.01 1/A: Delta 15.843 meV, tilt formula 2.1689 deg, 22 bands 2.1682 deg
  conduction |q|=0.02 1/A: Delta 15.587 meV, tilt formula 4.4023 deg, 22 bands 4.4005 deg
  conduction |q|=0.04 1/A: Delta 14.587 meV, tilt formula 9.3430 deg, 22 bands 9.3364 deg
largest relative error of the spin vector 1.2e-03
```
